# Becquerel's formula from the Larmor shift, evaluated for fused silica

**Question**

I have an exercise that says: "Derive Becquerel's formula for the Verdet constant from the Larmor shift of the dispersion curve, and evaluate it for fused silica at 633 nm." The Verdet constant \(V\) is defined by \(\theta=VBL\), where \(\theta\) is the rotation of the plane of polarization after a path \(L\) along a field \(B\).

I know that linear polarization is a sum of two circular ones, and that a magnetic field gives them different refractive indices. I am stuck on three points.

1. When I put the magnetic force into the equation of a bound electron, the cyclotron frequency \(eB/m\) appears. Why is the dispersion curve shifted by the Larmor frequency \(eB/2m\), which is half of that?
2. Which circular wave gets which sign, and what sign does the rotation have?
3. For the index I was given the three-term fit
\[
n^2-1=\sum_{j=1}^{3}\frac{B_j\lambda^2}{\lambda^2-\lambda_j^2},
\]
with \(B_j=0.696,\ 0.408,\ 0.897\) and \(\lambda_j=0.0684,\ 0.1162,\ 9.90\) µm. The third resonance is in the infrared, where the atoms vibrate. Does it belong in a formula about electrons?

**Answer**

Your third point matters: the infrared term changes the number by more than ten per cent. I take the points in order, in SI units, because a Verdet constant is naturally given in rad/(T m).

**The electron in the field**

Let the electron have charge \(-e\) and mass \(m\), and let an isotropic harmonic force bind it with resonance frequency \(\omega_0\). The static field \(B\) points along \(+z\), and the light travels along the same axis, so its electric field lies in the \(xy\) plane. I neglect damping, since the glass is transparent, and the force from the light's own magnetic field, since the electron is slow compared with \(c\). The medium has no permanent magnetic moments. Then
\[
m\ddot{\mathbf r}=-m\omega_0^2\mathbf r-e\mathbf E-e\,\dot{\mathbf r}\times\mathbf B .
\]
With \(\dot{\mathbf r}\times\mathbf B=B(\dot y,-\dot x,0)\) and \(\omega_c=eB/m\), the transverse components are
\[
\ddot x=-\omega_0^2x-\frac em E_x-\omega_c\dot y,\qquad
\ddot y=-\omega_0^2y-\frac em E_y+\omega_c\dot x .
\]
Add \(i\) times the second equation to the first, and write \(u=x+iy\), \(E_u=E_x+iE_y\). The magnetic terms combine to \(-\omega_c(\dot y-i\dot x)=+i\omega_c\dot u\), so
\[
\ddot u-i\omega_c\dot u+\omega_0^2u=-\frac em E_u .
\]

**Why the shift is half the cyclotron frequency**

Look at the motion from a frame that turns about \(B\) at a rate \(\omega_L\), still to be chosen: \(u=w\,e^{i\omega_Lt}\). The derivatives are
\[
\dot u=(\dot w+i\omega_Lw)e^{i\omega_Lt},\qquad
\ddot u=(\ddot w+2i\omega_L\dot w-\omega_L^2w)e^{i\omega_Lt}.
\]
The terms with \(\dot w\) add up to \(i(2\omega_L-\omega_c)\dot w\). They vanish if
\[
\omega_L=\frac{\omega_c}{2}=\frac{eB}{2m}.
\]
The factor 2 comes from the second derivative, as in the Coriolis force. The terms proportional to \(w\) are \(-\omega_L^2+\omega_c\omega_L+\omega_0^2=\omega_0^2+\omega_L^2\), which leaves
\[
\ddot w+(\omega_0^2+\omega_L^2)w=-\frac em E_u\,e^{-i\omega_Lt}.
\]
To first order in \(B\) we drop \(\omega_L^2\). In the turning frame the electron then behaves as if there were no magnetic field. What has changed is the frequency of the light seen from that frame.

Take a circular wave \(E_u=\mathcal E e^{i\sigma\omega t}\) with \(\sigma=\pm1\). For \(\sigma=+1\) the field vector turns in the right-handed sense about \(B\): with the thumb along \(B\), it follows the fingers. Since \(\sigma^2=1\), the driving term varies as
\[
e^{i(\sigma\omega-\omega_L)t}=e^{i\sigma(\omega-\sigma\omega_L)t}.
\]
The electron therefore responds at the frequency \(\omega-\sigma\omega_L\), and back in the laboratory frame
\[
u=-\frac em\,\frac{\mathcal E\,e^{i\sigma\omega t}}{\omega_0^2-(\omega-\sigma\omega_L)^2}.
\]

You can check this against your own route. Inserting \(u\propto e^{i\sigma\omega t}\) directly into the laboratory equation gives the denominator
\[
\omega_0^2-\omega^2+\sigma\omega\omega_c ,
\]
while the shifted one is \(\omega_0^2-\omega^2+2\sigma\omega\omega_L-\omega_L^2\). They agree to first order because \(2\omega_L=\omega_c\). The cyclotron frequency you found is correct. It multiplies \(\omega\) in the denominator, and a shift of \(\omega\) by \(\delta\) changes \(\omega^2\) by \(2\omega\delta\), so the shift is \(\omega_c/2\).

**From one electron to the refractive index**

The displacement turns in the same sense as the field that drives it, so each circular wave passes through the medium without mixing with the other. The polarization is \(-e\) times the displacement, summed over the electrons in unit volume. Electrons with different \(\omega_0\) all have the same \(e/m\) and hence the same shift. If all the dispersion is electronic,
\[
n_\sigma(\omega)=n(\omega-\sigma\omega_L),
\]
where \(n(\omega)\) is the index without the field. This is the Larmor shift of the dispersion curve: the curve for \(\sigma=+1\) moves up in frequency by \(\omega_L\), and the other moves down by the same amount.

The result survives a local-field correction of the Lorentz–Lorenz kind,
\[
\frac{n^2-1}{n^2+2}=\frac{N\alpha}{3\varepsilon_0},
\]
with \(N\) the number density and \(\alpha\) the polarizability. Here \(n\) depends on frequency through \(\alpha\) alone, so shifting the argument of \(\alpha\) shifts that of \(n\).

**From two indices to a rotation**

Let the light enter polarized along \(x\):
\[
E_u=E_0\cos\omega t=\frac{E_0}{2}\left(e^{i\omega t}+e^{-i\omega t}\right).
\]
After a path \(L\), the wave with sense \(\sigma\) has the phase factor \(e^{i\sigma(\omega t-k_\sigma L)}\), where \(k_\sigma=n_\sigma\omega/c\). Define
\[
\bar k=\frac{k_++k_-}{2},\qquad \theta=\frac{(k_--k_+)L}{2},
\]
so that \(k_\pm L=\bar kL\mp\theta\). The sum of the two waves is
\[
\frac{E_0}{2}\left[e^{i(\omega t-\bar kL+\theta)}+e^{-i(\omega t-\bar kL-\theta)}\right]
=E_0\,e^{i\theta}\cos(\omega t-\bar kL).
\]
A real oscillation multiplied by \(e^{i\theta}\) is linear polarization turned by \(\theta\) from \(x\) towards \(y\), which is the right-handed sense about \(B\). Hence
\[
\theta=\frac{\omega L}{2c}\,(n_--n_+).
\]
Now use the shifted curves and expand to first order:
\[
n_--n_+=n(\omega+\omega_L)-n(\omega-\omega_L)\approx2\omega_L\frac{dn}{d\omega}.
\]
This requires \(n\) to vary smoothly over the range \(\omega\pm\omega_L\): \(\omega_L\) must be small compared with the distance from \(\omega\) to any resonance and to any frequency at which \(n\) falls to zero, where \(dn/d\omega\) diverges. Inserting it gives
\[
\theta=\frac{\omega L}{c}\,\frac{eB}{2m}\,\frac{dn}{d\omega},
\]
and division by \(BL\) gives Becquerel's formula. Since \(\lambda=2\pi c/\omega\) for the vacuum wavelength, \(d\lambda/d\omega=-\lambda/\omega\), and so
\[
\boxed{V=\frac{e}{2mc}\,\omega\frac{dn}{d\omega}=-\frac{e}{2mc}\,\lambda\frac{dn}{d\lambda}}
\]

This settles the sign. In a transparent region of this model \(n\) rises with \(\omega\), so \(n_->n_+\) and \(V>0\). The sense is fixed by \(B\) and not by the direction of the light: reversing the beam changes neither the equation for \(u\) nor the phase gained per distance travelled. Light reflected back through the sample therefore doubles its rotation instead of undoing it.

**Two limits**

For one kind of oscillator, \(n^2=1+\omega_p^2/(\omega_0^2-\omega^2)\), where \(\omega_p^2=Ne^2/(\varepsilon_0m)\) and \(N\) is now the number of electrons per volume. Differentiating gives \(2n\,dn/d\omega=2\omega\,\omega_p^2/(\omega_0^2-\omega^2)^2\), hence
\[
V=\frac{e}{2mc}\,\frac{\omega_p^2\,\omega^2}{n(\omega_0^2-\omega^2)^2}.
\]
Far below the resonance, \(V\) grows as \(\omega^2\), that is, as \(1/\lambda^2\). A static electric field would give no rotation, because an electron at rest feels no magnetic force.

For free electrons, \(\omega_0=0\), the same expression becomes \(V=e\omega_p^2/(2mcn\omega^2)\), valid when \(\omega-\omega_p\gg\omega_L\), so that both circular waves propagate and the first-order expansion holds. Well above \(\omega_p\), where \(n\approx1\), the rotation grows as \(\lambda^2\). The sign is the same in both limits, since the squared denominator does not care on which side of the resonance the light lies.

**What to do with the infrared term**

Each term of your fit is the response of an oscillator, because with \(\omega_j=2\pi c/\lambda_j\)
\[
\frac{\lambda^2}{\lambda^2-\lambda_j^2}=\frac{\omega_j^2}{\omega_j^2-\omega^2}.
\]
The first two resonances are ultraviolet and stand for electrons. The third stands for vibrating ions. Ions also have a Larmor frequency, but it contains their own charge and mass, and is smaller than that of the electron by a factor of order \(m/M\), with \(M\) an ionic mass. The third term must therefore stay where it is while the first two are shifted.

Write \(n^2=1+\chi_{\rm el}+\chi_{\rm lat}\), taking each term as a response to the macroscopic field, as the fit does. In the magnetic field
\[
n_\sigma^2=1+\chi_{\rm el}(\omega-\sigma\omega_L)+\chi_{\rm lat}(\omega).
\]
Subtract the two cases. The lattice part cancels:
\[
n_-^2-n_+^2\approx2\omega_L\frac{d\chi_{\rm el}}{d\omega}.
\]
The left side is \((n_--n_+)(n_-+n_+)\approx2n(n_--n_+)\), so
\[
n_--n_+\approx\frac{\omega_L}{n}\frac{d\chi_{\rm el}}{d\omega},
\]
and the same steps as before give
\[
V=-\frac{e}{2mc}\,\frac{\lambda}{2n}\,\frac{d\chi_{\rm el}}{d\lambda}.
\]
Without a lattice term, \(d\chi_{\rm el}/d\lambda=2n\,dn/d\lambda\), and Becquerel's formula returns. With one, the electronic share of the slope replaces the whole slope, while \(n\) remains the full index.

**The numbers for fused silica**

Your coefficients are rounded values of the customary fit to measured indices, so they are experimental input. The quotient rule gives
\[
\frac{d}{d\lambda}\frac{\lambda^2}{\lambda^2-\lambda_j^2}
=\frac{2\lambda(\lambda^2-\lambda_j^2)-2\lambda^3}{(\lambda^2-\lambda_j^2)^2}
=-\frac{2\lambda\lambda_j^2}{(\lambda^2-\lambda_j^2)^2}.
\]
Dividing by \(2n\) and multiplying by \(B_j\), we find the share of term \(j\) in \(dn/d\lambda\):
\[
s_j=-\frac{B_j\,\lambda\,\lambda_j^2}{n\,(\lambda^2-\lambda_j^2)^2}.
\]
At \(\lambda=0.633\) µm the fit gives \(n=1.457\). The first term, for example, is
\[
s_1=-\frac{0.696\times0.633\times0.0684^2}{1.457\,(0.633^2-0.0684^2)^2}\ \text{µm}^{-1}
=-0.00902\ \text{µm}^{-1}.
\]
In the same way \(s_2=-0.01597\) µm⁻¹ and \(s_3=-0.00401\) µm⁻¹. The total slope is \(-0.02900\) µm⁻¹, and the electronic part is \(s_1+s_2=-0.02499\) µm⁻¹. The lattice supplies 13.8 % of the total slope, although its resonance is far away. Both kinds of term make \(n\) fall with wavelength, so including the lattice makes the predicted rotation too large.

The prefactor is \(e/(2mc)=293.3\) rad/(T m). With the whole slope,
\[
V=293.3\times0.633\times0.02900=5.38\ \text{rad/(T m)}.
\]
This is Becquerel's formula applied literally to the measured index. The last digit depends on the rounding of the coefficients: the unrounded fit gives 5.39. With the electronic slope,
\[
V=293.3\times0.633\times0.02499=4.64\ \text{rad/(T m)},
\]
or about 266 degrees/(T m). The second value is the consistent one when each term of the fit responds to the macroscopic field. Separating electronic and lattice poles in \((n^2-1)/(n^2+2)\) instead, as a Lorentz–Lorenz local field would require, changes it only to 4.63 rad/(T m). Giving the lattice oscillator the charge-to-mass ratio of a doubly charged oxygen ion adds a rotation of only about \(5\times10^{-5}\) rad/(T m), so leaving the third term unshifted is justified.

For a field of 1 T and a path of 0.1 m, \(\theta=0.464\) rad, or 26.6°. The size may seem surprising, because the Larmor frequency at 1 T is only \(2.96\times10^{-5}\) of the light frequency and the two indices differ by \(9.35\times10^{-7}\). But the path is many wavelengths long. With \(\omega/c=2\pi/\lambda\),
\[
\theta=\frac{\pi L}{\lambda}(n_--n_+)
=\frac{\pi\times0.1\ \text{m}}{633\times10^{-9}\ \text{m}}\times9.35\times10^{-7}=0.464 .
\]

The numerical output below also gives \(V\) from the full dielectric matrix in \(x\) and \(y\) components, without circular waves and without an expansion in \(B\). It reproduces both values. That checks the derivation within the oscillator model, not the model as a description of glass.

**Why the measured value can be lower still**

Published values of the Verdet constant of fused silica at this wavelength lie somewhat below 4 rad/(T m); this is a figure from the literature, not computed here. Removing the lattice term brings the estimate closer, but it remains too high. One assumption points in the right direction: we let the electron move equally easily in all directions, whereas electrons in chemical bonds do not.

To see the effect, give the oscillator three different frequencies \(\omega_1,\omega_2,\omega_3\) along its own axes, and set \(a_i=1/(\omega_i^2-\omega^2)\). For a time factor \(e^{-i\omega t}\), the equation of motion along axis \(i\) is
\[
\frac{r_i}{a_i}=-\frac em E_i+\frac{i\omega e}{m}(\mathbf r\times\mathbf B)_i .
\]
Without the magnetic field, \(r_i=-(e/m)a_iE_i\). Putting this into the magnetic term gives the first-order correction along axis 1,
\[
\delta r_1=-i\omega\frac{e^2}{m^2}\left(a_1a_2E_2B_3-a_1a_3E_3B_2\right),
\]
and the other axes follow by cyclic exchange. Together they read
\[
\delta\mathbf r=-i\omega\frac{e^2}{m^2}\,\mathbf E\times\mathbf G,\qquad
\mathbf G=(a_2a_3B_1,\ a_3a_1B_2,\ a_1a_2B_3).
\]
This correction produces the rotation. Averaged over random orientations, \(\mathbf G\) must point along \(\mathbf B\), with a factor equal to the mean of the three coefficients:
\[
\overline{\mathbf G}=\tfrac13(a_1a_2+a_2a_3+a_3a_1)\,\mathbf B .
\]

Becquerel's formula would instead use the slope of the mean response \(\bar a=(a_1+a_2+a_3)/3\). Since \(da_i/d\omega=2\omega a_i^2\), that slope is \(2\omega(a_1^2+a_2^2+a_3^2)/3\). For equal frequencies the slope is \(2\omega a^2\) and \(\mathbf G=a^2\mathbf B\), so a slope \(d\bar a/d\omega\) corresponds to \(\mathbf G=\mathbf B\,(d\bar a/d\omega)/2\omega\). The rotation in this model is therefore the Becquerel value times
\[
\gamma=\frac{a_1a_2+a_2a_3+a_3a_1}{a_1^2+a_2^2+a_3^2}\le1 .
\]
The inequality holds because the denominator minus the numerator is \(\tfrac12[(a_1-a_2)^2+(a_2-a_3)^2+(a_3-a_1)^2]\). In the extreme case of motion along a single axis, \(\gamma=0\): the magnetic force is perpendicular to the motion, and the electron cannot yield to it.

For resonances in the ratio 1.0 : 1.2 : 1.5 and light at 0.2 on the same scale, \(\gamma=0.855\), and a direct numerical average over orientations agrees. A moderate anisotropy can thus remove some 15 % of the rotation. These are round model frequencies, not those of silica. The model shows why the Larmor argument fails once the binding is not symmetric about the field, but it does not predict the size of the effect in real matter. For the N\(_2\) molecule, \(\gamma\) built from the three polarizability components is about 0.93, whereas time-dependent Hartree–Fock theory in the aug-cc-pVDZ basis (not converged in the basis) gives only about 0.6 of the Becquerel value. How much of the remaining excess in the glass this mechanism explains is open and would need a calculation of its electronic structure.

For your exercise, I would hand in the boxed formula, the literal value of 5.4 rad/(T m), and the corrected value of 4.6 rad/(T m) with the reason for removing the infrared term.

## Computed values

```
INPUTS
vacuum wavelength: 633 nm
Sellmeier term 1: B = 0.696, resonance = 0.0684 um
Sellmeier term 2: B = 0.408, resonance = 0.1162 um
Sellmeier term 3: B = 0.897, resonance = 9.9000 um
field: 1.0 T, path: 0.1 m
INTERMEDIATE VALUES
e/(2 m c): 293.34 rad/(T m)
light angular frequency: 2.9758e+15 rad/s
Larmor angular frequency at 1 T: 8.7941e+10 rad/s
Larmor / light frequency: 2.955e-05
refractive index n: 1.4570
slope dn/dlambda from term 1: -0.00902 1/um
slope dn/dlambda from term 2: -0.01597 1/um
slope dn/dlambda from term 3: -0.00401 1/um
total slope: -0.02900 1/um
electronic slope: -0.02499 1/um
lattice share of slope: 13.8 %
n_minus - n_plus at 1 T (electronic): 9.348e-07
RESULTS
V, total slope: 5.384 rad/(T m)
V, electronic slope: 4.640 rad/(T m)
V, electronic slope: 265.8 deg/(T m)
V, full matrix, all terms shifted: 5.384 rad/(T m)
V, full matrix, electrons only: 4.640 rad/(T m)
V of lattice with ionic charge/mass: 5.1e-05 rad/(T m)
rotation for 1 T and 0.1 m: 0.4640 rad
same rotation: 26.58 deg
ANISOTROPIC OSCILLATORS
resonances: 1.0, 1.2, 1.5; light: 0.2 (units of lowest resonance)
reduction factor, formula: 0.8548
reduction factor, orientation average: 0.8548
```
